\section*{The PAW Zero Potential: Cancellation and Role as Local Pseudopotential}

\section{An added term that should not matter}

Q: In the projector augmented-wave (PAW) method one may add an arbitrary localized potential $\bar v$ to the smooth potential on the grid and subtract it again in the augmentation sphere. If it really cancels, why have it? If it does not, why is it allowed?

A: Write both terms first. I use hartree atomic units, real functions, and one sphere $\Omega$ of radius $r_c$. The potential $\bar v$ is fixed and vanishes outside $\Omega$. The true partial waves $\phi_i$ and the smooth ones $\tilde\phi_i$ coincide outside $\Omega$. The projectors $\tilde p_i$ live inside it and obey
\begin{equation}
\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}.
\end{equation}
For smooth states $\tilde\psi_n$ with occupations $f_n$, the added energy is
\begin{equation}
E_0=\sum_n f_n\langle\tilde\psi_n|\bar v|\tilde\psi_n\rangle
-\sum_{ij}D_{ij}\langle\tilde\phi_i|\bar v|\tilde\phi_j\rangle,
\qquad
D_{ij}=\sum_n f_n\langle\tilde\psi_n|\tilde p_i\rangle\langle\tilde p_j|\tilde\psi_n\rangle .
\end{equation}
A smooth core density would add the same integral to both parts, so it drops out.

Q: The first term contains the grid function, the second its expansion. Those are different objects.

A: The operator that makes the expansion is
\begin{equation}
P=\sum_i|\tilde\phi_i\rangle\langle\tilde p_i|,\qquad
P^2=\sum_{ij}|\tilde\phi_i\rangle\delta_{ij}\langle\tilde p_j|=P .
\end{equation}
Inserting $D_{ij}$ turns the second sum into $\sum_n f_n\langle P\tilde\psi_n|\bar v|P\tilde\psi_n\rangle$. Hence
\begin{equation}
E_0=\sum_n f_n\langle\tilde\psi_n|Z|\tilde\psi_n\rangle,\qquad
Z=\bar v-P^\dagger\bar vP .
\end{equation}
Because $\bar v$ and $P$ do not depend on the density, varying $\tilde\psi_n$ puts $Z$ into the Hamiltonian and nothing else.

\section{What completeness removes}

Q: Then show that $Z$ vanishes, and say what ``complete'' means.

A: It means $Pf=f$ inside $\Omega$ for every admissible smooth function $f$. For any two such functions,
\begin{equation}
\langle g|Z|f\rangle=\langle g|\bar v|f\rangle-\langle Pg|\bar v|Pf\rangle=0 ,
\end{equation}
since $\bar v$ sees them only where $Pg=g$ and $Pf=f$. Its shape and strength are irrelevant. Its range is not: a part of $\bar v$ outside the sphere would remain on the grid with nothing to subtract it. With several atoms, the expansion in each sphere must also represent the tails that enter from neighbours.

Q: A calculation can only hold a finite set. What is left over?

A: Let $q=\tilde\psi-P\tilde\psi$ inside the sphere. Substituting $\tilde\psi=P\tilde\psi+q$ gives
\begin{align}
\langle\tilde\psi|Z|\tilde\psi\rangle
&=\langle P\tilde\psi+q|\bar v|P\tilde\psi+q\rangle-\langle P\tilde\psi|\bar v|P\tilde\psi\rangle\nonumber\\
&=2\langle P\tilde\psi|\bar v|q\rangle+\langle q|\bar v|q\rangle,\\
Z\tilde\psi&=\bar vq+(1-P^\dagger)\bar vP\tilde\psi .
\end{align}

Q: So if one state lies in the span of the partial waves, $q=0$ and the matter is closed for that state.

A: Its expectation value vanishes, but the second line leaves $Z\tilde\psi=(1-P^\dagger)\bar v\tilde\psi$. The product $\bar v\tilde\psi$ need not be representable even when $\tilde\psi$ is. In fact no finite set makes $Z$ vanish for a continuous $\bar v\neq0$: $P^\dagger\bar vP$ has finite rank, while multiplication by $\bar v$ does not.

Q: Can the approach to zero be seen with a set that really is complete?

A: Take one electron in $v=-1/r$, with $r_c=1.5$ bohr and a hard wall at 40 bohr. Write radial functions as $u=rR$, and choose
\begin{equation}
\bar v=A\,b(r),\qquad b=\left(1-r^2/r_c^2\right)^3\quad(r<r_c),
\end{equation}
with $b=0$ outside. The odd Legendre polynomials in $r/r_c$ are orthogonal and complete on $0<r<r_c$, so they can serve as both waves and, once normalized, projectors. Applied to a smooth 2s function with $A=1$ hartree, for which the grid term is $1.365\times10^{-2}$ hartree, they give:
\begin{center}
\begin{tabular}{ccc}
waves & $\langle Z\rangle$ (hartree) & $\|Z\tilde\psi\|/\|\bar v\tilde\psi\|$\\
1 & $8.3\times10^{-3}$ & $0.88$\\
3 & $2.7\times10^{-5}$ & $0.16$\\
6 & $-8.7\times10^{-12}$ & $1.5\times10^{-4}$\\
10 & $-1.5\times10^{-16}$ & $2.9\times10^{-9}$
\end{tabular}
\end{center}
The last mean value is at rounding level.

Q: Why does the mean fall so much faster than the norm?

A: Since $P^2=P$, we have $q=(1-P)q$ and
\begin{equation}
\langle P\tilde\psi|\bar v|q\rangle=\langle(1-P^\dagger)\bar vP\tilde\psi|q\rangle .
\end{equation}
The mean is therefore built from products of two small remainders, whereas $Z\tilde\psi$ contains each remainder singly. Here $P^\dagger=P$, so both remainders shrink as the same set grows. For non-orthogonal projectors the identity still holds, but $P^\dagger$ expands in the projectors, so the first remainder is small only if they can represent $\bar vP\tilde\psi$.

\section{Where the local pseudopotential appears}

Q: You have shown a leftover. Why should it deserve the name $V_{\rm loc}$ rather than ``error''?

A: Put it into the Hamiltonian. If $\tilde\psi=\sum_i\tilde\phi_ic_i$ in the sphere, with $c_i=\langle\tilde p_i|\tilde\psi\rangle$, the true function there is $\psi=\sum_i\phi_ic_i$. PAW therefore corrects the smooth energy by replacing smooth sphere integrals with true ones. With a smooth potential $\tilde v$ that equals $v$ outside $\Omega$,
\begin{align}
\tilde H={}&-\tfrac12\nabla^2+\tilde v+\bar v\nonumber\\
&+\sum_{ij}|\tilde p_i\rangle\Big[\langle\phi_i|{-\tfrac12\nabla^2}+v|\phi_j\rangle_\Omega
-\langle\tilde\phi_i|{-\tfrac12\nabla^2}+\tilde v+\bar v|\tilde\phi_j\rangle_\Omega\Big]\langle\tilde p_j| .
\end{align}
The $\bar v$ terms are just $Z$. Now $\tilde v$ and $\bar v$ occur only as the sum
\begin{equation}
V_{\rm loc}=\tilde v+\bar v .
\end{equation}
Calling the bracket $\Delta H_{ij}$, we have
\begin{equation}
\tilde H=-\tfrac12\nabla^2+V_{\rm loc}+\sum_{ij}|\tilde p_i\rangle\Delta H_{ij}\langle\tilde p_j| ,
\end{equation}
which is the local-plus-nonlocal form of an ultrasoft pseudopotential. The overlap is
\begin{equation}
\tilde S=1+\sum_{ij}|\tilde p_i\rangle\Delta S_{ij}\langle\tilde p_j|,\qquad
\Delta S_{ij}=\langle\phi_i|\phi_j\rangle_\Omega-\langle\tilde\phi_i|\tilde\phi_j\rangle_\Omega .
\end{equation}

Q: A potential to be carried from one system to another must be an ionic, unscreened one. Yours contains the screening.

A: Yes, this is the screened one. In a self-consistent calculation let $\tilde n_v$ and $\tilde n_c$ be the smooth valence and core densities. The compensation charge is a smooth charge inside $\Omega$ with the multipole moments of the difference between the true charge (nucleus included) and the smooth charge there; added to the smooth density, it makes the Hartree potential equal the true one outside $\Omega$. Split it into a part $\hat n_v$ linear in $D_{ij}$ and a constant part $\hat n_0$ that includes the nucleus, counted as negative electron density. Then
\begin{equation}
\tilde v=v_{\rm H}[\tilde n_v+\hat n_v+\tilde n_c+\hat n_0]+v_{xc}[\tilde n_v+\tilde n_c].
\end{equation}
The Hartree potential is linear, so removing the valence Hartree part and the exchange-correlation part gives
\begin{equation}
V_{\rm loc}^{\rm ion}=\bar v+v_{\rm H}[\tilde n_c+\hat n_0].
\end{equation}
Thus $\bar v$ is an adjustable short-range part of the ionic potential. The shape chosen for $\hat n_0$ also affects that potential inside the sphere. This identifies the grid term only: in the self-consistent Hamiltonian the bracket $\Delta H_{ij}$ is built from the potentials of the one-centre densities and gains a term from the dependence of $\hat n_v$ on $D_{ij}$, while the $\bar v$ terms remain $Z$. The numerical example keeps its potential fixed and does not examine this unscreening.

\section{How the projectors absorb the choice}

Q: A state in the span still has $Z\tilde\psi\ne0$. Surely its energy then moves with $\bar v$?

A: That depends on whether the projectors know about $\bar v$. Build them from
\begin{equation}
\chi_i=\left(-\tfrac12\nabla^2+V_{\rm loc}-\varepsilon_i\right)\tilde\phi_i,\qquad
B_{ij}=\langle\tilde\phi_i|\chi_j\rangle,\qquad
\tilde p_i=\sum_k\chi_k(B^{-1})_{ki},
\end{equation}
where $\phi_i$ solves the true equation at energy $\varepsilon_i$. Outside $\Omega$ the smooth and true problems agree, so $\chi_i=0$ there. Duality holds because $\langle\tilde\phi_j|\tilde p_i\rangle=\sum_kB_{jk}(B^{-1})_{ki}=\delta_{ji}$. Inverting the definition gives $\chi_i=\sum_j\tilde p_jB_{ji}$.

The true equation makes the first sphere integral below vanish:
\begin{align}
\Delta H_{ji}-\varepsilon_i\Delta S_{ji}
&=\langle\phi_j|{-\tfrac12\nabla^2}+v-\varepsilon_i|\phi_i\rangle_\Omega-\langle\tilde\phi_j|\chi_i\rangle\nonumber\\
&=-B_{ji}.
\end{align}
Writing the kinetic integrals with gradients would add surface terms, but these cancel between true and smooth waves, whose values and slopes agree at $r_c$. Therefore
\begin{align}
(\tilde H-\varepsilon_i\tilde S)\tilde\phi_i
&=\chi_i+\sum_j\tilde p_j(\Delta H_{ji}-\varepsilon_i\Delta S_{ji})\nonumber\\
&=\chi_i-\sum_j\tilde p_jB_{ji}=0 .
\end{align}
If $\varepsilon_i$ is a true bound level, it is a level of $\tilde H$ for every $\bar v$ with invertible $B$. Near a singular $B$ the projectors grow without bound, so the freedom in $\bar v$ has a practical limit.

Q: And a level that was not fitted?

A: It tells us how much the choice still matters. In the example, $\tilde v$ and $\tilde\phi_i/r$ are four-term even polynomials in $r$ inside the sphere, matched through the third derivative at $r_c$. I used $A=0,1,2,4$ hartree and rebuilt the projectors each time. The fitted 1s level stayed at $-0.5$ hartree within $10^{-12}$ hartree. The 2s level, truly at $-0.125$ hartree, behaved as follows:
\begin{center}
\begin{tabular}{ccc}
waves & errors (hartree) & spread over $A$ (hartree)\\
1 & $3.3$ to $4.1\times10^{-4}$ & $8.0\times10^{-5}$\\
2 & $0.08$ to $4.9\times10^{-6}$ & $4.8\times10^{-6}$\\
3 & $1.5$ to $1.6\times10^{-9}$ & $1.4\times10^{-10}$
\end{tabular}
\end{center}
The reference energies were $-0.5$, then also $0.5$, then also $1.0$ hartree. The one-wave spread is 2.2 meV. At least a halving of the spread at each enlargement was tested, and the observed fall is much steeper. These spreads cover only the four amplitudes listed and do not bound the errors in between. In this example $B$ is singular inside the range, at $A\approx2.66$ hartree for two waves and at $A\approx0.22$ hartree for three. The two-wave error exceeds $7.5\times10^{-6}$ hartree near $A=2.56$ hartree, and the three-wave error is $2.5\times10^{-9}$ and $0.6\times10^{-9}$ hartree at 0.01 hartree below and above its singular point. Three waves are not a complete set; away from that point they suffice for this level at this accuracy.

Q: A small spread could hide a large common error.

A: It could. With one wave the spread is about a fifth of the largest error. Insensitivity to $\bar v$ is a useful diagnostic, not an error bound.

Q: What if I change $\bar v$ but keep the old projectors?

A: Then $P$ and $\tilde S$ are fixed and $d\tilde H/dA=b-P^\dagger bP$. Differentiate $\tilde H\tilde\psi=E\tilde S\tilde\psi$ and project on $\tilde\psi$. The term with $d\tilde\psi/dA$ vanishes because $\tilde H-E\tilde S$ is Hermitian, leaving
\begin{equation}
\frac{dE}{dA}=\frac{\langle\tilde\psi|b-P^\dagger bP|\tilde\psi\rangle}{\langle\tilde\psi|\tilde S|\tilde\psi\rangle}.
\end{equation}
For 2s, with one projector made at $A=1$ hartree, this formula and a finite difference both give $7.18\times10^{-4}$.

For 1s, $q=0$ at $A=1$ hartree, so the slope is zero there. The level still moves: by $-2.54\times10^{-7}$ hartree when $A$ rises by 0.02 hartree, and by $-1.015\times10^{-6}$ hartree when it rises by 0.04 hartree. The ratio, 3.99, is that of a quadratic shift. Its sign follows from the variational principle: the old 1s function keeps its mean energy, $\tilde S$ is positive here, and 1s is the lowest level, so the new minimum cannot lie higher. This is the effect of $(1-P^\dagger)\bar v\tilde\psi$ that an expectation value alone misses.

\section{A channel with no projectors}

Q: Suppose an angular momentum has no projectors at all. What is subtracted?

A: Nothing. There $P=0$, so $Z=\bar v$, $\tilde S=1$, and
\begin{equation}
\tilde H=-\tfrac12\nabla^2+V_{\rm loc}.
\end{equation}
The added potential $\bar v$, often called the zero potential, now acts at full strength, and it can be chosen to do useful work. Outside $r_c$ the potential is already correct, so the sphere affects a level only through the logarithmic derivative $L=u'/u$ at $r_c$. One amplitude $A$ can set $L$ at one energy.

Q: Does that succeed for p in your example?

A: At $A=0$ the 2p level is $7.17\times10^{-4}$ hartree too high, so $V_{\rm loc}$ must be made more attractive. The lowest p level matches the true one at $A=-0.430$ hartree. As $b(0)=1$, the potential at the origin changes from $-1.4583$ to $-1.4583-0.4302=-1.8885$ hartree. The true function $u\propto r^2e^{-r/2}$ has
\begin{equation}
L=\frac{2}{r_c}-\frac12=\frac{2}{1.5}-0.5=0.8333\ \text{bohr}^{-1}.
\end{equation}
Outward integration gives 0.8646 bohr$^{-1}$ for $A=0$ and 0.8333 bohr$^{-1}$ for the tuned value.

Q: That is a fit at one energy. Why should 3p be right?

A: It need not be. Let a dot denote $d/dE$, and let $V$ include the centrifugal term. From $u''=2(V-E)u$ follows $\dot u''=2(V-E)\dot u-2u$, and hence
\begin{equation}
(u\dot u'-u'\dot u)'=u\dot u''-u''\dot u=-2u^2 .
\end{equation}
Integrating from the origin, where the bracket vanishes for the regular solution, and dividing by $u(r_c)^2$ gives
\begin{equation}
\dot L=-\frac{2}{u(r_c)^2}\int_0^{r_c}u^2\,dr .
\end{equation}
Matching $L$ at one energy does not force this norm ratio to agree with the true one, so a mismatch generally grows linearly away from the fitted energy. In the example the 3p error drops from $2.5\times10^{-4}$ to $2.3\times10^{-6}$ hartree: much smaller, but not zero.

Q: You chose $\bar v$ to please p. Have you spoiled s?

A: Without a projector, the tuned $V_{\rm loc}$ puts 1s at $-0.414$ hartree, wrong by 0.086 hartree. One matched s projector returns it to $-0.5$ hartree. The unfitted 2s level then has an error of $5.0\times10^{-4}$ hartree, somewhat above the one-wave errors in the table. The fitted s level is protected from the choice, the p channel is governed by it, and the unfitted s level still depends on it. The numerical output below gives the remaining digits.

\section*{Values computed for the example and the checks}
\begin{verbatim}
sphere radius 1.5 bohr, wall 40.0 bohr
true 1s, 2s, 2p, 3p (hartree): -0.50000000 -0.12500000 -0.12500000 -0.05555477
smooth potential at r=0: -1.458333 hartree
grid term <b> for smooth 2s, A=1: 1.365138e-02 hartree
complete-set test: waves, <Z> (hartree), norm of Z psi / norm of b psi
   1   8.291e-03  8.792e-01
   2   9.182e-04  4.793e-01
   3   2.678e-05  1.585e-01
   4  -6.596e-08  2.996e-02
   6  -8.653e-12  1.542e-04
  10  -1.492e-16  2.880e-09
reference energies (hartree): [-0.5, 0.5, 1.0]
amplitudes A (hartree): (0.0, 1.0, 2.0, 4.0)
2s error, 1 waves (hartree):  3.808e-04  3.300e-04  3.452e-04  4.104e-04
  spread over A: 8.040e-05 hartree
2s error, 2 waves (hartree):  7.933e-07  1.664e-06  4.879e-06  7.728e-08
  spread over A: 4.802e-06 hartree
2s error, 3 waves (hartree):  1.509e-09  1.574e-09  1.602e-09  1.644e-09
  spread over A: 1.352e-10 hartree
one-wave spread: 2.1877 meV
largest 1s error over all cases: 9.7e-13 hartree
smallest eigenvalue of PAW overlap: 0.48968
most s levels below -0.2 hartree (true: 1): 1
frozen projectors, 2s dE/dA: formula 0.0007179, difference 0.0007179
frozen projectors, 1s shift for A=1+0.02: -2.5413e-07 hartree
frozen projectors, 1s shift for A=1+0.04: -1.0148e-06 hartree
ratio of the two shifts: 3.9931; linear slope 2.21e-08
p channel, 2p error at A=0: 7.1661e-04 hartree
tuned A for 2p: -0.430168 hartree
tuned V_loc at r=0: -1.888502 hartree
p channel dE/dA: formula 0.0017762, difference 0.0017762
u'/u at r_c (1/bohr): true 0.8333333, A=0 0.8646458, tuned 0.8333333
3p error (hartree): A=0 2.4770e-04, tuned 2.3209e-06
tuned V_loc, 1s without projector: -0.414129 hartree
tuned V_loc, 1s with projector: -0.50000000 hartree
tuned V_loc, 2s error with projector: 4.952e-04 hartree
\end{verbatim}
